# Mott's quarter-power law for hopping in ion-damaged amorphous silicon

## A number to explain

A model of ion-damaged amorphous silicon, with the parameters given below, has a conductivity of \(3.56\times10^{-8}\) S/cm at 150 K and \(5.06\times10^{-10}\) S/cm at 60 K. Cooling reduces it by a factor of 70. At 150 K the local activation energy of the hopping exponent is 59.1 meV. If that energy stayed fixed, the factor would be

\[
\exp\!\left(\frac{59.1}{5.170}-\frac{59.1}{12.93}\right)\approx e^{6.86}\approx 950 ,
\]

where the denominators are \(kT\) in meV at 60 K and 150 K. Something makes the barrier fall as the material cools.

The model has localized electron states at random positions, with a density \(N\) per energy and volume that is constant near the Fermi level. Each wavefunction decays as \(e^{-r/\xi}\). The parameters are rough: \(N=10^{20}\) /(eV cm³), which is 0.1 /(eV nm³), \(\xi=0.5\) nm, and an attempt frequency \(\nu_0=10^{13}\) /s.

## Simplest case: one kind of hop

Let every hop have the same length \(R\) and lead upward by the same energy \(W\). The tunnelling probability goes as the square of the overlap, \(e^{-2R/\xi}\). The energy must come from phonons, which gives a factor \(e^{-W/kT}\) when \(W\gg kT\). The rate is

\[
\Gamma=\nu_0\,e^{-f},\qquad f=\frac{2R}{\xi}+\frac{W}{kT}.
\]

As \(T\) rises the energy part of \(f\) shrinks, but this form of the rate holds only while \(W\gg kT\). On cooling, \(\ln\Gamma\) is a straight line in \(1/T\) with fixed slope \(-W/k\). This is the behaviour that gave the factor 950, so a single kind of hop is not enough.

## First generalization: a choice of distance

An electron that can reach farther has more states to choose from, and the cheapest of them costs less energy. To find how much less, take a site at the Fermi level and a sphere of radius \(R\) around it. The mean number of levels in the sphere within an energy \(w\) above the site is \(\tfrac{4\pi}{3}R^3Nw\). For uncorrelated levels this number is Poisson distributed, so the probability that none lies below \(w\) is \(\exp(-\tfrac{4\pi}{3}R^3Nw)\). The mean of a positive quantity is the integral of the probability that it exceeds \(w\), hence the mean gap is

\[
W(R)=\int_0^\infty e^{-\frac{4\pi}{3}R^3Nw}\,dw=\frac{3}{4\pi R^3N}.
\]

For \(R=7\) nm this is \(3/(4\pi\times343\times0.1)\) eV = 6.96 meV. Averaging over 20,000 randomly drawn surroundings gave 7.01 meV.

Mott's criterion uses this mean gap as the energy of a hop of length \(R\):

\[
f(R)=\frac{2R}{\xi}+\frac{3}{4\pi R^3NkT}.
\]

The first term penalizes long hops and the second penalizes short ones. Since the rate is exponential in \(-f\), hops near the minimum of \(f\) dominate. Differentiating,

\[
f'(R)=\frac{2}{\xi}-\frac{9}{4\pi R^4NkT}=0
\quad\Rightarrow\quad
R^4=\frac{9\,\xi}{8\pi NkT}.
\]

The second derivative, \(f''=9/(\pi R^5NkT)\), is positive for every \(R\), so this is the minimum.

The energy term follows from the stationarity condition without computing any root:

\[
\frac{W}{kT}=\frac{R}{3}\,\frac{9}{4\pi R^4NkT}=\frac{R}{3}\,\frac{2}{\xi}=\frac{1}{3}\,\frac{2R}{\xi}.
\]

At the optimum, three quarters of the exponent is distance and one quarter is energy. Calling the minimum value \(\eta\),

\[
\eta=\frac{4}{3}\,\frac{2R}{\xi}=\frac{8R}{3\xi},\qquad
R=\frac{3\xi\eta}{8},\qquad W=\frac{\eta kT}{4}.
\]

Raising \(\eta\) to the fourth power and inserting \(R^4\),

\[
\eta^4=\frac{4096}{81\,\xi^4}\,\frac{9\,\xi}{8\pi NkT}=\frac{512}{9\pi}\,\frac{1}{N\xi^3kT}.
\]

This is Mott's law:

\[
\boxed{\;e^{-\eta}=\exp\!\left[-\left(\frac{T_0}{T}\right)^{1/4}\right],\qquad
kT_0=\frac{512}{9\pi}\,\frac{1}{N\xi^3}\approx\frac{18.1}{N\xi^3}\;}
\]

For the example,

\[
T_0=\frac{18.108}{8.617\times10^{-5}\times0.1\times0.125}\ \text{K}=1.68\times10^{7}\ \text{K}.
\]

This is a parameter of the exponent, not a temperature that the material reaches. At 100 K, \(\eta=64.03/100^{1/4}=20.25\), and minimizing \(f(R)\) numerically gives the same value. The hop length is \(0.375\times0.5\times20.25=3.80\) nm and the hop energy is \(20.25\times8.617/4=43.6\) meV.

**Limits.** On cooling, \(R\) grows as \(T^{-1/4}\) and \(W\) falls as \(T^{3/4}\), yet \(W/kT\) still grows as \(T^{-1/4}\), so the assumption \(W\gg kT\) improves. On heating, \(R\) shrinks. With a constant density over unlimited energy it could shrink without limit. If the states fill only a finite band, shorter hops eventually run out and the behaviour passes gradually towards activated hopping between near neighbours, much like the fixed-hop case; the change is still small when \(R\) first equals the mean spacing of the states.

## The barrier that falls on cooling

Write \(\beta=1/kT\). The local activation energy of the hopping factor is \(d\eta/d\beta\). Since \(\eta\) is \(f\) evaluated at the optimum,

\[
\frac{d\eta}{d\beta}=\frac{\partial f}{\partial\beta}+\frac{\partial f}{\partial R}\frac{dR}{d\beta}
=\frac{3}{4\pi R^3N}+0=W.
\]

The slope of an Arrhenius plot, apart from the prefactor, is therefore the energy of the current best hop. It falls from 59.1 meV at 150 K to 29.7 meV at 60 K, while the hop lengthens from 3.43 to 4.31 nm. The exponent rises from 18.30 to 23.01, which reduces the rate by \(e^{4.71}\approx111\). The longer hop raises the prefactor, as shown next, by \((4.31/3.43)^2\approx1.58\). The quotient, \(111/1.58\approx70\), is the factor in the opening.

## Adding the prefactor

A random walk in three dimensions with step \(R\) and rate \(\Gamma\) has diffusion coefficient \(D=R^2\Gamma/6\). About \(NkT\) electrons per volume can move, and the Einstein relation gives \(\sigma=e^2(NkT)D/kT\), so

\[
\sigma=\frac{e^2N\nu_0R^2}{6}\,e^{-\eta}.
\]

At 100 K, with \(N\) per eV so that one factor \(e\) is absorbed in the unit,

\[
\sigma\approx16.0\times(3.80\times10^{-7})^2\times\frac{10^{13}}{6}\times e^{-20.25}\ \text{S/cm}
\approx6.2\times10^{-9}\ \text{S/cm}.
\]

This prefactor, about 4 S/cm, is an estimate of scale only and is probably low, by a factor of ten or more, so ratios of the conductivities quoted here are more reliable than their absolute values. One hard link of conductance \(e^2\nu_0e^{-\eta}/kT\) per 54 nm of network, the scale estimated in the last section, would give about 34 S/cm instead. Its temperature dependence matters when \(T_0\) is read from a plot. Let \(x=T^{-1/4}\). Then \(R\propto x\) and \(\eta=T_0^{1/4}x\), so

\[
\frac{d\ln\sigma}{dx}=\frac{2}{x}-T_0^{1/4}=-T_0^{1/4}\left(1-\frac{2}{\eta}\right).
\]

A straight-line fit that ignores the prefactor returns about \(T_0(1-2/\eta)^4\). Fitting the model conductivity from 60 to 150 K gave \(1.11\times10^7\) K, and the formula at the middle of the range gives \(1.12\times10^7\) K. For this prefactor, proportional to \(R^2\), the apparent \(T_0\) is 0.66 of the true one; a prefactor with another temperature dependence changes the number. At fixed \(\xi\), the density deduced from it would be too high by \(1/0.66\approx1.5\).

In the limit \(\eta\to\infty\) the correction vanishes. At \(\eta\approx20\) it does not, because a 10% error in slope enters to the fourth power.

## Second generalization: all hops from one site

Mott's criterion replaces the random gap by its mean. Without that replacement, count the upward hops from a site at the Fermi level whose exponent is below \(u\). At distance \(r\) the allowed energy is \(kT(u-2r/\xi)\). With \(s=2r/\xi\),

\[
n(u)=\int N\,kT\Big(u-\frac{2r}{\xi}\Big)4\pi r^2dr
=\frac{\pi NkT\xi^3}{2}\int_0^u s^2(u-s)\,ds
=\frac{\pi NkT\xi^3}{24}\,u^4 .
\]

The last integral is \(u^4/3-u^4/4=u^4/12\). Three powers of \(u\) come from the volume in reach and one from the energy in reach. The best hop exceeds \(u\) with probability \(e^{-n(u)}\), so its mean exponent is

\[
\langle u_{\min}\rangle=\int_0^\infty e^{-n(u)}du
=\Gamma\!\left(\tfrac54\right)\left(\frac{24}{\pi NkT\xi^3}\right)^{1/4}.
\]

At 100 K this is 14.79, and the random surroundings gave 14.80. It lies below Mott's 20.25 for a simple reason. In each surrounding, the best hop is at least as good as the cheapest level inside any chosen sphere, so its average cannot exceed the minimum of \(f(R)\). The coefficient has changed; the power \(T^{-1/4}\) has not.

## Third generalization: a connected path

An easy hop carries no steady current if the electron only hops back. A path must cross the whole sample, through sites \(i\) and \(j\) with energies on both sides of the Fermi level. Measure \(E_i\) and \(E_j\) from that level. The rate in equilibrium contains the probability that \(i\) is full, that \(j\) is empty, and that a phonon is available if \(E_j>E_i\). At low temperature each costs an exponential factor. For \(0<E_i<E_j\) the costs add to \(E_i+(E_j-E_i)=E_j\); for \(E_i<0<E_j\) only the phonon costs anything, \(E_j-E_i\). The remaining orderings work likewise, and together they give

\[
u_{ij}=\frac{2r_{ij}}{\xi}+\frac{\max(|E_i|,|E_j|,|E_i-E_j|)}{kT}.
\]

Join all pairs with \(u_{ij}\le\eta\) and raise \(\eta\) until the network spans the sample. The hardest links on that path set the exponent of the conductivity. Now measure lengths in units of \(\eta\xi/2\) and energies in units of \(\eta kT\). The joining rule then contains no parameter at all. The single remaining quantity is the number of states per unit cell of length and energy, \(N(\eta kT)(\eta\xi/2)^3\). In a large sample, spanning begins when this number reaches a fixed value, so

\[
\eta^4NkT\xi^3=\text{constant}\quad\Rightarrow\quad\eta\propto T^{-1/4}.
\]

The quarter power therefore does not depend on Mott's way of averaging. The coefficient does.

This was tested on four random networks in a box of side 68 nm, keeping the same sites at each temperature. The thresholds were 36.6 at 10 K, 25.4 at 40 K and 18.1 at 160 K, with a fitted power of \(-0.255\). The coefficients replacing 18.1 were 19.4, 18.0 and 18.3. They are values for this finite box, which is only about 7 longest hops wide at 10 K, and are not extrapolated to a large sample.

**Other limits of the same argument.** Let the density of states vary as \(|E|^p\) in \(d\) dimensions. The cell count becomes proportional to \((\eta kT)^{p+1}(\eta\xi)^d\), and holding it fixed gives

\[
\eta\propto T^{-(p+1)/(d+p+1)} .
\]

Constant density in three dimensions, \(p=0\) and \(d=3\), returns 1/4. A layer much thinner than a hop, \(d=2\), gives 1/3. A density that vanishes as \(E^2\) in three dimensions gives 1/2.

## Where the constant density fails

The last case matters because electrons repel. Two states a distance \(r\) apart interact with energy \(C/r\), where \(C=e^2/4\pi\varepsilon\). Repulsion reshapes the density of states within an energy \(\Delta\) at which states that close in energy are also close enough to interact that strongly: \(N\Delta r^3\approx1\) with \(\Delta=C/r\). Eliminating \(r\),

\[
\Delta\approx\sqrt{NC^3}.
\]

The shape inside this range follows from stability. Moving an electron from a full state to an empty one a distance \(r\) away costs the difference of their energies minus \(C/r\), and in the ground state this cost cannot be negative. Full and empty states within about \(E\) of the Fermi level must therefore lie at least about \(C/E\) apart. That allows roughly one state per volume \((C/E)^3\) and energy \(E\), a density of about \(E^2/C^3\), which is the quadratic case and becomes comparable to the constant \(N\) at \(E\approx\Delta\). The crossover is gradual, so \(\Delta\) is a scale and not a sharp edge.

With relative permittivity 11.7 the width \(\Delta\) is 13.7 meV. The hop energy \(W\) falls to this value at 21 K, so near and below that temperature the quarter power should give way towards the square root. The loss of states can be felt well above it. Putting a quadratic dip of this width into the four networks at 100 K raised the threshold from 20.19 to 21.61, which multiplies the conductivity by roughly 0.2 at fixed prefactor. This is the effect of the dip alone. The link energies were left without the \(-C/r\) term, which is 32 meV, or \(3.8\,kT\), at the hop length. That term makes hops across the Fermi level cheaper and can offset much or all of the shift.

The opposite departure, a density rising as \(N(1+E^2/E_1^2)\) with \(E_1=0.2\) eV, lowered the mean threshold of the same four networks by only about 0.01, which is close to the resolution of the search. Such small samples, each decided by a few critical links, cannot tell how large the effect is in a large sample. The network admits energies up to 174 meV, but the joining rule shows why outer states count for less than those near the Fermi level: a site at energy \(E\) can reach no farther than \((\xi/2)(\eta-|E|/kT)\). Halfway to the edge the greatest reach is half of that at the Fermi level, while the density there has risen by only 19%.

## The model beside the material

Amorphous silicon left by ion damage has many defect states in its gap. A rough defect density of \(10^{19}\) per cm³, spread over a few tenths of an eV, gives some \(10^{19}\) /(eV cm³), so against that figure the \(N\) used here is on the high side; the actual defect density depends strongly on the damage and the thermal history. The decay length is less certain, and \(T_0\propto\xi^{-3}\): making \(\xi\) 20% larger lowers \(T_0\) by a factor 1.7. The Coulomb dip taken alone lowers the conductivity at 100 K several times over, but the \(-C/r\) term left out of the hop energy works the other way, so the net effect of repulsion is not fixed by this model.

Other conditions bound the temperature range. The hop energy reaches 60 meV, roughly the highest phonon energy in silicon, at 153 K. Above that a hop of energy \(W\) starting at the Fermi level needs several phonons, and a constant \(\nu_0\) becomes doubtful. The limit is not sharp: in the network the phonon supplies only the difference \(|E_i-E_j|\), which varies widely from link to link. More than half of the links need less than \(W\), while roughly a quarter need more than 60 meV already at 100 K. Extended states are not the limit if their activation energy is about 0.7 eV: at 300 K, with a rough prefactor of 100 S/cm, they then give \(1.7\times10^{-10}\) S/cm against an extrapolated \(4.6\times10^{-7}\) S/cm for hopping. With 0.5 eV the two would be comparable. A field of 1000 V/cm supplies 0.044 \(kT\) over one hop length at 100 K. The voltage concentrates on the hardest links, however, and over the 54 nm scale given next the same field supplies about 0.6 \(kT\), so this field may be near the edge of ohmic behaviour. A 200 nm layer is 53 hops thick, and about four times the rough 54 nm scale over which percolation theory expects the conducting network to be uneven, so three-dimensional behaviour is reasonable.

Finally, suppose an anneal lowers \(N\) fivefold, with \(\xi\), \(\nu_0\) and the temperature of 100 K held fixed. Then \(T_0\) rises fivefold to \(8.4\times10^7\) K and \(\eta\) by \(5^{1/4}\) to 30.28. The conductivity changes by

\[
\frac15\left(\frac{5.68}{3.80}\right)^2e^{-(30.28-20.25)}\approx2\times10^{-5}.
\]

The best hop now costs 65.2 meV, already above the one-phonon limit, so this ratio is an order-of-magnitude estimate. The main source of the drop is clear from the three factors: removing states forces longer and costlier hops, and that weighs far more than the loss of carriers. The numerical output below collects the values used.

## Table of computed values

```
density of states N = 1.0e+20 /(eV cm3)
decay length xi = 0.5 nm, attempt frequency = 1e+13 /s
Mott coefficient 512/(9 pi) = 18.108
T0 = 1.681e+07 K, T0^(1/4) = 64.03 K^(1/4)
at 100 K: kT = 8.617 meV
  exponent eta = 20.25
  distance part 2R/xi = 15.19
  energy part W/kT = 5.06
  numerical minimum of exponent = 20.25
table: T (K), eta, R (nm), W (meV), sigma (S/cm)
  60  23.01  4.31  29.7  5.06e-10
  80  21.41  4.01  36.9  2.16e-09
  100  20.25  3.80  43.6  6.19e-09
  120  19.35  3.63  50.0  1.39e-08
  150  18.30  3.43  59.1  3.56e-08
mean level gap within 7.0 nm: sampled 7.01, formula 6.96 meV
mean best single-hop exponent at 100 K: sampled 14.80, formula 14.79
network: box 68 nm, 4 samples
  10 K: threshold 36.63 +- 0.30, coefficient 19.4
  40 K: threshold 25.43 +- 0.49, coefficient 18.0
  160 K: threshold 18.06 +- 0.06, coefficient 18.3
  fitted power of T in threshold = -0.255
network thresholds at 100 K: flat 20.19, Coulomb dip 21.61, rising 20.18
  sigma factor from Coulomb dip = 0.24
  sigma factor from rising density (E1 = 0.2 eV) = 1.01
  energy band used, threshold*kT = 174 meV
Coulomb gap estimate (permittivity 11.7) = 13.7 meV
  Coulomb energy at distance R = 32.4 meV
  W equals the gap at T = 21 K
W equals 60 meV phonon at T = 153 K
fit 60-150 K: apparent T0 = 1.114e+07 K, predicted 1.119e+07 K
  apparent T0 / true T0 = 0.662
eFR/kT at 1000 V/cm = 0.044
layer 200 nm / hop length = 53
  rough correlation length R*eta^0.88 = 54 nm
300 K: hopping 4.62e-07 S/cm, extended states 1.74e-10 S/cm
  inputs: activation 0.7 eV, prefactor 100 S/cm
annealed, N = 2.0e+19 /(eV cm3): T0 = 8.406e+07 K
  at 100 K: eta = 30.28, R = 5.68 nm, W = 65.2 meV
  sigma = 1.22e-13 S/cm, ratio to damaged = 1.97e-05
```
